# From a Lindblad Cavity Mode to Keldysh Green Functions and Fluctuation-Dissipation

## 1. Definitions and conventions

Atomic units are used in the algebra, so \(\hbar=1\). Temperature \(T\) is an energy (\(k_B=1\)), and photons have no chemical potential. A cavity mode has frequency \(\omega_c>0\) and \([a,a^\dagger]=1\). Its density matrix obeys

\[
\dot\rho=\mathcal L\rho=-i[\omega_c a^\dagger a,\rho]+\gamma_\downarrow D[a]\rho+\gamma_\uparrow D[a^\dagger]\rho ,
\]
\[
D[L]\rho=L\rho L^\dagger-\tfrac12\{L^\dagger L,\rho\}.
\]

The loss and gain rates satisfy \(\kappa=\gamma_\downarrow-\gamma_\uparrow>0\), which is needed for a steady state. The Green functions are

\[
G^R(t,t')=-i\theta(t-t')\langle[a(t),a^\dagger(t')]\rangle,
\]
\[
G^A(t,t')=+i\theta(t'-t)\langle[a(t),a^\dagger(t')]\rangle,
\]
\[
G^K(t,t')=-i\langle\{a(t),a^\dagger(t')\}\rangle .
\]

In a steady state they depend on \(t-t'\), and \(G(\omega)=\int dt\,e^{i\omega t}G(t)\). The distribution function \(F\) is defined, wherever \(G^R\neq G^A\), by

\[
G^K(\omega)=F(\omega)\,[G^R(\omega)-G^A(\omega)].
\]

This definition can be applied to any steady state, so it tests nothing by itself. The fluctuation-dissipation relation is the further statement \(F(\omega)=\coth(\omega/2T)\).

## 2. Simple case: loss alone

**One time step.** Set \(\gamma_\uparrow=0\). Unnormalized coherent states \(|\alpha)=e^{\alpha a^\dagger}|0\rangle\) obey

\[
a|\alpha)=\alpha|\alpha),\qquad(\alpha|\beta)=e^{\alpha^*\beta},\qquad
1=\int\frac{d^2\alpha}{\pi}e^{-|\alpha|^2}|\alpha)(\alpha| .
\]

Insert the identity on both sides of \(\rho\) at each time \(t_n=n\epsilon\), \(n=0,\dots,N\). The left field is \(\alpha_+\), the right field \(\alpha_-\). With a prime for step \(n+1\), the matrix element of \(1+\epsilon\mathcal L\) is

\[
(\alpha_+'|(1+\epsilon\mathcal L)\big[|\alpha_+)(\alpha_-|\big]|\alpha_-')
=e^{\alpha_+'^*\alpha_++\alpha_-^*\alpha_-'}(1+\epsilon X),
\]
\[
X=-i\omega_c(\alpha_+'^*\alpha_+-\alpha_-^*\alpha_-')
+\gamma_\downarrow\big[\alpha_+\alpha_-^*-\tfrac12(\alpha_+'^*\alpha_++\alpha_-^*\alpha_-')\big].
\]

The jump term \(a\rho a^\dagger\) acts on \(|\alpha_+)(\alpha_-|\), so both its fields belong to the earlier step. Replacing \(1+\epsilon X\) by \(e^{\epsilon X}\) costs order \(\epsilon^2\) per step, hence order \(\epsilon\) over a fixed time.

**Continuum action.** The measure supplies \(e^{-|\alpha_+|^2-|\alpha_-|^2}\) at each step. Combined with the overlaps, it gives the exponents

\[
-\alpha_{+,n+1}^*(\alpha_{+,n+1}-\alpha_{+,n})\to-\int dt\,a_+^*\partial_ta_+,
\]
\[
+\alpha_{-,n}^*(\alpha_{-,n+1}-\alpha_{-,n})\to+\int dt\,a_-^*\partial_ta_- .
\]

Writing the total weight as \(e^{iS}\) and dividing the exponents by \(i\) gives

\[
S=\int dt\Big\{a_+^*(i\partial_t-\omega_c)a_+-a_-^*(i\partial_t-\omega_c)a_-
-i\gamma_\downarrow\big[a_+a_-^*-\tfrac12(|a_+|^2+|a_-|^2)\big]\Big\}.
\]

Products at equal times are to be read from the discrete form.

**Limit test: normalization.** Start from the vacuum, for which \((\alpha_+|\rho_0|\alpha_-)=1\). The final trace contributes \(e^{\alpha_{-,N}^*\alpha_{+,N}}\). The total exponent is \(-\psi^\dagger(1-B)\psi\), where \(B\) links an unconjugated field to a conjugated one. The links run forward along the plus branch, from plus to minus, and backward along the minus branch. In the order \(+0,\dots,+N,-N,\dots,-0\), \(B\) is strictly triangular. Thus \(\det(1-B)=1\) and \(Z=1\), as conservation of \(\mathrm{Tr}\,\rho\) requires.

**Which correlator is which.** Inserting \(\alpha_+\), \(\alpha_+^*\), \(\alpha_-\), \(\alpha_-^*\) produces \(a\rho\), \(a^\dagger\rho\), \(\rho a\), \(\rho a^\dagger\), respectively. At the later of two times the branch does not matter, because the trace is cyclic. For \(t>t'\),

\[
\langle a_\pm(t)a_+^*(t')\rangle=\mathrm{Tr}\big[a\,e^{\mathcal L(t-t')}(a^\dagger\rho(t'))\big]=\langle a(t)a^\dagger(t')\rangle,
\]
\[
\langle a_\pm(t)a_-^*(t')\rangle=\mathrm{Tr}\big[a\,e^{\mathcal L(t-t')}(\rho(t')a^\dagger)\big]=\langle a^\dagger(t')a(t)\rangle .
\]

The second equality in each line is the Markov prescription for two-time averages: the bath keeps no memory of the first operator. For \(t<t'\), the branch of \(a^\dagger(t')\) drops out instead; \(a_+(t)\) then gives \(\langle a^\dagger(t')a(t)\rangle\) and \(a_-(t)\) gives \(\langle a(t)a^\dagger(t')\rangle\).

Define \(a_{cl}=(a_++a_-)/\sqrt2\) and \(a_q=(a_+-a_-)/\sqrt2\). Adding the four branch correlators with their signs gives, for \(t>t'\),

\[
\langle a_{cl}a_q^*\rangle=\langle[a(t),a^\dagger(t')]\rangle,\quad
\langle a_{cl}a_{cl}^*\rangle=\langle\{a(t),a^\dagger(t')\}\rangle,\quad
\langle a_qa_q^*\rangle=0 .
\]

For \(t<t'\), \(\langle a_{cl}a_q^*\rangle=0\), while \(\langle a_qa_{cl}^*\rangle=-\langle[a(t),a^\dagger(t')]\rangle\). Therefore

\[
\langle a_{cl}a_q^*\rangle=iG^R,\qquad\langle a_qa_{cl}^*\rangle=iG^A,\qquad\langle a_{cl}a_{cl}^*\rangle=iG^K .
\]

**Rotation and inversion.** With \(a(t)=\int\frac{d\omega}{2\pi}e^{-i\omega t}a(\omega)\), \(i\partial_t\) becomes \(\omega\). Let \(\delta=\omega-\omega_c\). In \(S=\int\frac{d\omega}{2\pi}\psi^\dagger K\psi\) the branch entries are

\[
K_{++}=\delta+\tfrac i2\gamma_\downarrow,\quad K_{--}=-\delta+\tfrac i2\gamma_\downarrow,\quad K_{-+}=-i\gamma_\downarrow,\quad K_{+-}=0 .
\]

Substituting \(a_\pm=(a_{cl}\pm a_q)/\sqrt2\) gives

\[
K_{cl,cl}=\tfrac12(K_{++}+K_{+-}+K_{-+}+K_{--})=0,
\]
\[
K_{q,cl}=\tfrac12(K_{++}+K_{+-}-K_{-+}-K_{--})=\delta+\tfrac i2\gamma_\downarrow,
\]
\[
K_{cl,q}=\tfrac12(K_{++}-K_{+-}+K_{-+}-K_{--})=\delta-\tfrac i2\gamma_\downarrow,
\]
\[
K_{q,q}=\tfrac12(K_{++}-K_{+-}-K_{-+}+K_{--})=i\gamma_\downarrow .
\]

The weight is \(e^{i\psi^\dagger K\psi}=e^{-\psi^\dagger(-iK)\psi}\), so \(\langle\psi\psi^\dagger\rangle=(-iK)^{-1}=iK^{-1}\). In the order \((cl,q)\),

\[
K^{-1}=\begin{pmatrix}-K_{q,q}/(K_{cl,q}K_{q,cl})&1/K_{q,cl}\\1/K_{cl,q}&0\end{pmatrix}
=\begin{pmatrix}G^K&G^R\\G^A&0\end{pmatrix}.
\]

Thus \(G^R=1/(\delta+i\gamma_\downarrow/2)\) and \(G^K=-i\gamma_\downarrow/(\delta^2+\gamma_\downarrow^2/4)\). Since

\[
G^R-G^A=\frac{(\delta-i\gamma_\downarrow/2)-(\delta+i\gamma_\downarrow/2)}{\delta^2+\gamma_\downarrow^2/4}
=\frac{-i\gamma_\downarrow}{\delta^2+\gamma_\downarrow^2/4},
\]

the result is \(F=1\).

**Limit test: zero temperature.** As \(T\to0^+\), \(\coth(\omega/2T)\to\mathrm{sgn}\,\omega\). The lossy mode meets the equilibrium relation for \(\omega>0\) and fails it for \(\omega<0\), where its Lorentzian still has a tail. The normalized weight of that tail is \(\tfrac12-\pi^{-1}\arctan(2\omega_c/\gamma_\downarrow)\), or about \(\gamma_\downarrow/(2\pi\omega_c)\) for weak damping.

## 3. Generalization: loss and gain

**New terms.** The gain jump \(a^\dagger\rho a\) is evaluated against the outer states, so both its fields belong to the later step: \(\alpha_{+,n+1}^*\alpha_{-,n+1}\). Its anticommutator contains \(aa^\dagger=a^\dagger a+1\). The two halves of the extra 1 give \(-\epsilon\gamma_\uparrow\) per step. The continuum action acquires

\[
\Delta S=-i\gamma_\uparrow\int dt\big[a_+^*a_--\tfrac12(|a_+|^2+|a_-|^2)\big],
\]

and there is a separate prefactor \(e^{-\gamma_\uparrow t}\).

The determinant must cancel that prefactor. This can be seen to first order in \(\gamma_\uparrow\). Each gain link leads from \(-n\) to \(+n\) and closes a loop by returning to \(-n\), through a loss jump at some later step or through the final trace. With \(r\simeq1-\epsilon\gamma_\downarrow\) the product of the forward and backward factors for one step, the return weight is

\[
\epsilon\gamma_\downarrow\sum_{j=0}^{N-n-1}r^j+r^{N-n}
=\epsilon\gamma_\downarrow\frac{1-r^{N-n}}{1-r}+r^{N-n}\to1 .
\]

Each of the \(N\) loops thus subtracts \(\epsilon\gamma_\uparrow\), and \(\det(1-B)\simeq1-\gamma_\uparrow t\), the expansion of \(e^{-\gamma_\uparrow t}\). Beyond first order, trace conservation requires \(Z=e^{-\gamma_\uparrow t}/\det(1-B)\to1\) as \(\epsilon\to0\).

**General Green functions.** Gain adds \(i\gamma_\uparrow/2\) to \(K_{++}\) and \(K_{--}\), and \(-i\gamma_\uparrow\) to \(K_{+-}\). The rotation formulas then add \(0\) to \(K_{cl,cl}\), \(-i\gamma_\uparrow/2\) to \(K_{q,cl}\), \(+i\gamma_\uparrow/2\) to \(K_{cl,q}\), and \(i\gamma_\uparrow\) to \(K_{q,q}\). The rates subtract in the damping and add in the noise:

\[
G^R(\omega)=\frac1{\omega-\omega_c+i\kappa/2},\qquad
G^K(\omega)=\frac{-i(\gamma_\downarrow+\gamma_\uparrow)}{(\omega-\omega_c)^2+\kappa^2/4}.
\]

Because \(G^R-G^A=-i\kappa/(\delta^2+\kappa^2/4)\),

\[
\boxed{F=\frac{\gamma_\downarrow+\gamma_\uparrow}{\gamma_\downarrow-\gamma_\uparrow}=2\bar n+1,\qquad\bar n=\frac{\gamma_\uparrow}{\kappa}.}
\]

**Test on equal times.** The master equation gives \(\dot n=-\gamma_\downarrow n+\gamma_\uparrow(n+1)=-\kappa n+\gamma_\uparrow\), so \(\bar n\) is the steady occupation. The Keldysh function must reproduce it:

\[
i\int\frac{d\omega}{2\pi}G^K=\frac{\gamma_\downarrow+\gamma_\uparrow}{2\pi}\int\frac{d\delta}{\delta^2+\kappa^2/4}
=\frac{\gamma_\downarrow+\gamma_\uparrow}{2\pi}\,\frac{2\pi}{\kappa}=2\bar n+1=\langle\{a,a^\dagger\}\rangle .
\]

**Two limits.** If \(\kappa\to0\) at fixed \(\bar n\), then \(G^K\to-2\pi i(2\bar n+1)\delta(\omega-\omega_c)\), and the value of \(F\) away from \(\omega_c\) loses its effect. If instead \(\gamma_\uparrow\to\gamma_\downarrow\) at fixed \(\gamma_\downarrow\), then \(\bar n\) diverges. At and beyond that threshold this linear model has no steady state.

**Numerical test on a transient.** The discrete Gaussian matrix was inverted and compared with Lindblad evolution in a truncated Fock space. In units of \(\kappa\), the mode frequency \(\omega_c\) was 0.7, loss 1.3 and gain 0.3, starting from the vacuum, over a total time 3. Except where a step number is given, the path-integral values are extrapolated as twice the 600-step value minus the 300-step value, which removes the error linear in the step. The solution \(n(t)=\bar n(1-e^{-\kappa t})\) gives \(0.3(1-e^{-1})=0.1896\) at time 1; both calculations give 0.1896. For \(\langle a(2)a^\dagger(1)\rangle\) both give \(0.5519-0.4648i\). With 600 steps \(Z=1.0030\); eliminating the error linear in the step, using 300 and 600 steps, gives 0.99997. After this extrapolation, the largest absolute difference among the compared quantities is \(5.3\times10^{-5}\).

## 4. What equilibrium demands

Let \(H\) be the full Hamiltonian, including any bath, with eigenstates \(|m\rangle\), energies \(E_m\) and weights \(p_m\propto e^{-E_m/T}\). Define \(G^>(t)=-i\langle a(t)a^\dagger\rangle\) and \(G^<(t)=-i\langle a^\dagger a(t)\rangle\). Expanding in eigenstates,

\[
iG^>(\omega)=2\pi\sum_{mn}p_m|a_{mn}|^2\delta(\omega-E_n+E_m),
\]
\[
iG^<(\omega)=2\pi\sum_{mn}p_n|a_{mn}|^2\delta(\omega-E_n+E_m).
\]

The delta function fixes \(p_n=p_me^{-\omega/T}\), hence \(G^<(\omega)=e^{-\omega/T}G^>(\omega)\). From the definitions, \(G^K=G^>+G^<\) and \(G^R-G^A=G^>-G^<\). Hence, for \(\omega\neq0\) and wherever \(G^R\neq G^A\),

\[
F(\omega)=\frac{1+e^{-\omega/T}}{1-e^{-\omega/T}}=\coth\frac{\omega}{2T}.
\]

Neither harmonicity nor photon-number conservation was used. In time the relation reads \(\langle a^\dagger a(t)\rangle=\langle a(t-i/T)a^\dagger\rangle\). This form was tested on an anharmonic Hamiltonian with a number-changing term; the two sides agree to rounding error.

## 5. Testing the Lindblad mode

Choose rates in detailed balance at the mode frequency, \(\gamma_\uparrow/\gamma_\downarrow=e^{-\omega_c/T}\). Then \(\bar n=1/(e^{\omega_c/T}-1)\) and \(F=\coth(\omega_c/2T)\). For \(T>0\), \(\coth(\omega/2T)\) decreases strictly on \(\omega>0\), so the constant \(F\) meets it there at one point, \(\omega=\omega_c\). For \(\omega<0\) the signs differ.

Comparing the one-time state with the Gibbs state of the uncoupled mode does not reveal this failure. Balancing transitions between levels \(n\) and \(n+1\) gives \(\gamma_\downarrow(n+1)p_{n+1}=\gamma_\uparrow(n+1)p_n\), so \(p_{n+1}/p_n=e^{-\omega_c/T}\), the Gibbs distribution of the uncoupled mode. The failure shows in the two-time functions. At finite damping, a mode in equilibrium with an explicit bath need not have exactly this occupation, because its line samples the Bose function over a range of frequencies.

**Effective temperature.** For \(\omega>0\), solve \(F=\coth(\omega/2T_{\rm eff})\). This gives \(e^{\omega/T_{\rm eff}}=(F+1)/(F-1)=\gamma_\downarrow/\gamma_\uparrow\), so

\[
T_{\rm eff}(\omega)=\frac{\omega}{\ln(\gamma_\downarrow/\gamma_\uparrow)}=T\frac{\omega}{\omega_c}.
\]

The first form also holds without detailed balance, for \(0<\gamma_\uparrow<\gamma_\downarrow\). A temperature can then be assigned at resonance whatever the source of the rates. Agreement at one frequency is therefore evidence of equilibrium neither for the mode nor for its surroundings.

**Size of the mismatch.** For \(|\delta|\ll T,\omega_c\),

\[
\coth\frac{\omega}{2T}-F\simeq-\frac{\delta}{2T\sinh^2(\omega_c/2T)} .
\]

Dividing by \(F\) and using \(2\sinh x\cosh x=\sinh2x\), the relative size is \(|\delta|/[T\sinh(\omega_c/T)]\). For \(T\gg\omega_c\) it tends to \(|\delta|/\omega_c\). For \(T\ll\omega_c\) it is exponentially small because vacuum noise dominates \(F\).

The thermal part \(F-1=2\bar n\) is more sensitive. The Bose function \(n_B(\omega)=1/(e^{\omega/T}-1)\) obeys \(dn_B/d\omega=-n_B(n_B+1)/T\), so its relative change is about \(|\delta|(\bar n+1)/T\). A measurement that resolves thermal photons by frequency needs this quantity to be small across the line as well. In the total occupation the errors on the two sides of the line partly cancel, but at \(T\ll\omega_c\) the far low-frequency tail, where \(n_B\) is large, can dominate if the bath extends there.

## 6. A resolved line in numbers

Take round model parameters \(\omega_c=0.05\) eV, \(\kappa=0.004\) eV and \(T=0.025\) eV. Then

\[
\bar n=\frac1{e^2-1}=0.1565,\qquad F=2(0.1565)+1=1.3130 .
\]

The rates are \(\gamma_\downarrow=\kappa(\bar n+1)=0.004626\) eV and \(\gamma_\uparrow=\kappa\bar n=0.000626\) eV. At resonance \(G^R=-2i/\kappa=-500i\) eV\(^{-1}\) and \(G^K=-4iF/\kappa=-1313i\) eV\(^{-1}\). At \(\omega_c+\kappa/2\), \(G^R=1/(0.002+0.002i)=250-250i\) eV\(^{-1}\), while \(G^K\) has half its peak size. The Green functions were tested at five frequencies against the resolvent of \(\mathcal L\) in Fock space.

The distribution functions are:

| \(\omega\) (eV) | Lindblad \(F\) | \(\coth(\omega/2T)\) | explicit bath |
|---|---|---|---|
| 0.046 | 1.3130 | 1.3776 | 1.3774 |
| 0.048 | 1.3130 | 1.3436 | 1.3434 |
| 0.050 | 1.3130 | 1.3130 | 1.3130 |
| 0.052 | 1.3130 | 1.2855 | 1.2857 |
| 0.054 | 1.3130 | 1.2607 | 1.2609 |

At 0.048 eV the mismatch is \(0.0306/1.3130=2.3\%\) of the Lindblad \(F\). In the thermal part it is \(0.0306/0.3130=9.8\%\) of the Lindblad value, close to the linear estimate \(0.002(1.1565)/0.025=9.3\%\).

The effective temperature is 0.024 eV at the lower half-width point and 0.026 eV at the upper one. In kelvin these are 278.5 K and 301.7 K, against a nominal 290.1 K. The line has no single temperature, although its occupation equals the Bose function at \(\omega_c\).

## 7. The frequency dependence that was lost

Replace the Lindblad terms by a thermal bath:

\[
H=\omega_ca^\dagger a+\sum_k\omega_kb_k^\dagger b_k+\sum_kg_k(a^\dagger b_k+b_k^\dagger a).
\]

Solving \(i\dot b_k=\omega_kb_k+g_ka\) and inserting the result in \(i\dot a=\omega_ca+\sum_kg_kb_k\) gives a memory term and a noise \(\xi(t)=\sum_kg_kb_k(0)e^{-i\omega_kt}\). Once the initial mode amplitude has decayed, which requires a continuous bath and no undamped bound state,

\[
a(\omega)=G^R(\omega)\xi(\omega),\quad
G^R=\frac1{\omega-\omega_c-\Sigma^R},\quad
\Sigma^R=\sum_k\frac{g_k^2}{\omega-\omega_k+i0^+}.
\]

Let \(\kappa(\omega)=2\pi\sum_kg_k^2\delta(\omega-\omega_k)\), so \(\Sigma^R-\Sigma^A=-i\kappa(\omega)\). Each bath mode contributes \(2n_B(\omega_k)+1=\coth(\omega_k/2T)\) to the symmetrized noise. Therefore

\[
G^K=-i|G^R|^2\kappa(\omega)\coth\frac{\omega}{2T},
\]
\[
G^R-G^A=|G^R|^2\Big(\frac1{G^A}-\frac1{G^R}\Big)=-i|G^R|^2\kappa(\omega).
\]

The ratio is \(\coth(\omega/2T)\) wherever \(\kappa(\omega)\neq0\). The damping \(\kappa(\omega)\) cancels, so taking it constant over a range of positive frequencies does not spoil the relation there. In that range the damage comes from replacing \(\coth(\omega/2T)\) in the noise by its value at \(\omega_c\). The bath has only modes with \(\omega_k>0\), and the coupling chosen here conserves the total number of quanta, so \(\kappa(\omega)=0\) for \(\omega<0\); the negative-frequency tail of the Lindblad Lorentzian comes from extending the constant damping to frequencies where such a bath has no modes.

The last column of the table tests this with 600 bath modes between 0.020 and 0.080 eV, evolved from an empty cavity mode. Such a discrete bath imitates a continuous one only before its recurrence time, \(2\pi\) divided by the mode spacing of \(10^{-4}\) eV, or about \(6.3\times10^4\) eV\(^{-1}\); the times used end at \(3.8\times10^4\) eV\(^{-1}\). In the continuum limit a flat band with sharp edges has a bound state just outside each edge, because \(\mathrm{Re}\,\Sigma^R\) diverges logarithmically there; for these parameters its weight in the cavity mode is about \(3\times10^{-19}\), too small to matter. The result follows the thermal curve with a largest absolute deviation of \(2.0\times10^{-4}\). A finite time window smears frequencies by a Gaussian of width \(\sigma=1.7\times10^{-4}\) eV. With \(A=i(G^R-G^A)\), smearing numerator and denominator to order \(\sigma^2\) shifts their ratio by

\[
\sigma^2\Big(F'\frac{A'}A+\frac{F''}2\Big).
\]

At the upper half-width point a pure Lorentzian has \(A'/A=-2/\kappa=-500\) eV\(^{-1}\). The finite band gives \(\mathrm{Re}\,\Sigma^R\) a slope of about \((\kappa/2\pi)(2/0.03\ \mathrm{eV})=0.042\), which widens the line slightly and changes this to about \(-478\) eV\(^{-1}\). There \(F'\simeq-13.1\) eV\(^{-1}\), against \(-14.5\) eV\(^{-1}\) at resonance. The first term is about \(+1.7\times10^{-4}\) and the second about \(+0.1\times10^{-4}\). Their sum, \(1.8\times10^{-4}\), matches the sign and size of the deviation there.

For this linear mode, the repair is to keep the frequency-dependent noise in \(K_{q,q}\), together with the matching \(\Sigma^R\). The action is then nonlocal in time and no longer comes from the Lindblad equation of Section 1. The Lindblad form is a good approximation when, over the frequencies that an observable weighs, the mismatch of Section 5 is small (that of the thermal part, if the observable isolates thermal photons) and \(\Sigma^R(\omega)\) is nearly constant, its real part being absorbed in \(\omega_c\). The first condition does not imply the second: a bath whose \(\kappa(\omega)\) varies across the line changes \(G^R\) even where \(F\) is almost constant. The numerical output below lists the remaining values.

## Numbers as computed

```
Path-integral test (rates in units of kappa, times in 1/kappa)
  detuning 0.7, loss 1.3, gain 0.3
  total time 3.0, correlator times 2 and 1
  Z, 600 steps: 1.00297
  Z, extrapolated: 0.999968
  <a(2)a^dag(1)> path: 0.55187-0.46481j
  <a(2)a^dag(1)> Lindblad: 0.55187-0.46484j
  <a^dag(1)a(2)> path: 0.08797-0.07409j
  <a^dag(1)a(2)> Lindblad: 0.08797-0.07410j
  occupation at time 1, path: 0.18963
  occupation at time 1, Lindblad: 0.18964
  largest difference: 5.3e-05
Worked example
  wc = 0.05 eV, kappa = 0.004 eV, T = 0.025 eV
  n_bar = 0.15652
  steady occupation from Fock space = 0.15652
  g_down = 0.004626 eV, g_up = 0.000626 eV
  F from rates = 1.31304
  equal-time sum rule integral = 1.31304
Green functions from Fock space (1/eV)
  w=0.046 eV: GR=-200.00-100.00j, Im GK=-262.61
  w=0.048 eV: GR=-250.00-250.00j, Im GK=-656.52
  w=0.050 eV: GR=-0.00-500.00j, Im GK=-1313.04
  w=0.052 eV: GR=250.00-250.00j, Im GK=-656.52
  w=0.054 eV: GR=200.00-100.00j, Im GK=-262.61
Distribution: Lindblad, coth(w/2T), explicit bath
  w=0.046 eV: 1.3130, 1.3776, 1.3774
  w=0.048 eV: 1.3130, 1.3436, 1.3434
  w=0.050 eV: 1.3130, 1.3130, 1.3130
  w=0.052 eV: 1.3130, 1.2855, 1.2857
  w=0.054 eV: 1.3130, 1.2607, 1.2609
Effective temperature of the Lindblad mode
  w=0.046 eV: 0.02300 eV
  w=0.048 eV: 0.02400 eV
  w=0.050 eV: 0.02500 eV
  w=0.052 eV: 0.02600 eV
  w=0.054 eV: 0.02700 eV
  T in kelvin: 290.1 K
  T_eff at wc-kappa/2: 278.5 K
  T_eff at wc+kappa/2: 301.7 K
Slope of coth(w/2T) at wc: -14.481 1/eV
  from half-width points: -14.514 1/eV
Thermal identity, two sides differ by 1.5e-16
Bath: 600 modes, band 0.020 to 0.080 eV
  frequency smearing 1.7e-04 eV
  largest |F_bath - coth| = 2.0e-04
```
